Edge exponent of diffusion-limited evaporation from a pinned sessile drop

**1. The hemisphere**

A drop rests on a flat, impermeable substrate and meets it at 90°, so it is a hemisphere of radius R. The vapour density is c_s at the liquid surface and c_∞ far away, and Δc = c_s − c_∞. In still gas, with steady diffusion, c obeys Laplace's equation. The function

c = c_∞ + Δc R/|x|

is harmonic, equals c_s on |x| = R and tends to c_∞ far away. Its gradient is radial, hence parallel to the substrate, so no vapour enters the substrate. All conditions are met, and the evaporative flux is

J = −D ∂c/∂|x| at |x| = R, that is J = DΔc/R,

the same at every point of the drop, contact line included. The substrate acts as a mirror: drop and image form a full sphere, which has no edge. At any other contact angle they form a lens with an edge, and the flux there diverges or vanishes as a power of distance.

**2. Model and result**

The contact line is pinned at radius R. The contact angle θ, measured inside the liquid, satisfies 0 < θ < π; the flat limit θ → 0 is treated in section 7. The drop is a spherical cap, which requires weak gravity. The surface is at saturation, and D and the temperature are uniform. J is mass per area and time, positive when leaving the liquid. Let ρ be the straight distance from a surface point to the nearest point of the contact line. As ρ → 0,

J ≃ (DΔc/R) A (2R/ρ)^λ, (1)

λ = (π − 2θ)/(2π − 2θ) = 1 − μ, μ = π/[2(π − θ)],

A = √π Γ(μ+½)/[(π − θ) Γ(μ)].

For θ < 90° the flux diverges, for θ > 90° it vanishes at the edge, and at 90° λ = 0 and A = 1. Uniform flux therefore occurs at 90° and at no other angle.

For θ < 90° one may use the horizontal distance R − r ≃ ρ cosθ and write (2R cosθ/(R−r))^λ. That replacement fails at 90°, where R − r ≃ ρ²/2R.

**3. The local argument and what it leaves open**

Define w = (c_s − c)/Δc. Then ∇²w = 0, w = 0 on the drop, ∂w/∂z = 0 on the dry substrate, and w → 1 at infinity.

Close to the contact line the gas fills a wedge of opening β₀ = π − θ. With β measured from the substrate, the plane harmonic functions with zero slope at β = 0 are ρ^p cos(pβ). They vanish on the liquid if cos(pβ₀) = 0. The smallest positive p is π/(2β₀) = μ, and the flux, proportional to (1/ρ)|∂w/∂β|, goes as ρ^(μ−1) = ρ^(−λ). Negative p is excluded because w is bounded.

This gives the exponent if the amplitude of the lowest term is nonzero and if the curvatures of cap and contact line do no harm. The full solution settles both points and supplies A.

**4. Coordinates that straighten the drop**

Let

r + iz = R coth[(α − iβ)/2],

r = R sinhα/T, z = R sinβ/T, T = coshα − cosβ. (2)

The map is analytic in α − iβ, so α and β are orthogonal with a common scale factor

h = R/(2|sinh[(α−iβ)/2]|²) = R/T.

Since sinh²α + sin²β = cosh²α − cos²β = T(coshα + cosβ),

r² + z² = R²(coshα + cosβ)/T, (3)

r² + z² − R² = 2R² cosβ/T = 2Rz cotβ.

The last line is r² + (z − R cotβ)² = R²/sin²β. A surface of constant β is thus a spherical cap through the contact line. For β = β₀ = π − θ its centre is at z = −R cotθ and its radius is R/sinθ, which is the drop. The dry substrate is β = 0, where r = R coth(α/2) > R. The axis is α = 0, the contact line is α → ∞, and infinity is the point α = β = 0.

Laplace's equation for an axisymmetric w is ∂_α(r w_α) + ∂_β(r w_β) = 0, or

∂_α(sinhα w_α/T) + sinhα ∂_β(w_β/T) = 0.

Put w = √2 T^½ ψ and drop the constant √2. With T_α = sinhα and T_β = sinβ,

sinhα w_α/T = sinhα T^(−½) ψ_α + ½ sinh²α T^(−3/2) ψ,

w_β/T = T^(−½) ψ_β + ½ sinβ T^(−3/2) ψ.

On differentiating, the terms ∓½ sinh²α T^(−3/2) ψ_α cancel, as do ∓½ sinβ T^(−3/2) ψ_β. Dividing the rest by sinhα T^(−½) gives

ψ_αα + cothα ψ_α + ψ_ββ + Sψ = 0,

S = (coshα + ½cosβ)/T − ¾(sinh²α + sin²β)/T²
= [coshα + ½cosβ − ¾coshα − ¾cosβ]/T = ¼.

Hence

ψ_αα + cothα ψ_α + ψ_ββ + ψ/4 = 0, (4)

with ψ = 0 at β = β₀. Because T_β = 0 at β = 0, the substrate condition is ψ_β = 0 there.

**5. The far field as a point source**

Near α = β = 0, T ≃ (α² + β²)/2, so w → 1 means

ψ ≃ 1/√(α² + β²).

In the same region the leading derivatives in (4) are ψ_αα + ψ_α/α + ψ_ββ, the ordinary Laplacian with α as cylindrical radius and β as height. The far-field condition is therefore a unit point charge. After even reflection in β, the right side of (4) becomes −4πδ₂(α)δ(β), where δ₂ is the two-dimensional delta function.

The even functions that vanish at ±β₀ are cos(μ_nβ), with

μ_n = (n + ½)π/β₀, n = 0, 1, 2, …, μ₀ = μ.

Each has squared norm β₀ on (−β₀, β₀), so δ(β) = (1/β₀) Σ cos(μ_nβ). Writing

ψ = (2/β₀) Σ f_n(α) cos(μ_nβ) (5)

gives

f_n″ + cothα f_n′ + (¼ − μ_n²) f_n = −2πδ₂(α).

Since the plane Laplacian of −ln α is −2πδ₂, f_n is the solution that decays at large α and behaves as −ln α at small α.

To construct it, suppress n and write f = Σ a_k e^(−m_kα), with m_k = μ + ½ + 2k. Use cothα = (1 + e^(−2α))/(1 − e^(−2α)), multiply the equation for α > 0 by 1 − e^(−2α), and collect e^(−m_kα):

a_k[(m_k − ½)² − μ²] = a_(k−1)[(m_(k−1) + ½)² − μ²].

The left bracket is (μ+2k)² − μ² = 4k(μ+k). The right one is (μ+2k−1)² − μ² = (2k−1)(2μ+2k−1). Therefore

a_k/a_(k−1) = (k − ½)(μ + k − ½)/[k(μ + k)]. (6)

For k = 0 the left bracket vanishes, so a₀ is free. Iterating (6),

a_k = a₀ [Γ(μ+1)/(√π Γ(μ+½))] × Γ(k+½)Γ(k+μ+½)/[k! Γ(k+μ+1)].

At large k the last factor tends to 1/k. Since Σ e^(−2kα)/k = −ln(1 − e^(−2α)) ≃ −ln(2α), the required logarithm has unit coefficient if

a₀ = √π Γ(μ+½)/Γ(μ+1). (7)

These f_n are the Legendre functions Q of degree μ_n − ½ and argument coshα.

The resulting w is bounded, tends to 1 at infinity and tends to 0 at the contact line. It is unique: after reflection in the substrate, the difference of two such solutions is harmonic outside the lens and zero on its surface and at infinity, so the maximum principle makes it zero.

**6. Flux and edge law**

The normal into the gas points towards smaller β, so ∂/∂n = −(T/R)∂_β. From c = c_s − Δc w,

J = −D ∂c/∂n = DΔc ∂w/∂n = −(DΔc/R) √2 T^(3/2) ψ_β at β = β₀,

where the derivative of T^½ drops out because ψ = 0 there. On the drop T = coshα + cosθ, and sin(μ_nβ₀) = (−1)^n. Equation (5) then gives, for α > 0,

J = (DΔc/R) √2 (coshα + cosθ)^(3/2) (2/β₀) Σ (−1)^n μ_n f_n(α). (8)

The distance to the contact line follows from (3):

ρ² = r² + z² + R² − 2Rr = 2R²(coshα − sinhα)/T = 2R² e^(−α)/T. (9)

At large α, T ≃ e^α/2 and so ρ ≃ 2R e^(−α). The n = 0 term of (8) dominates, with f₀ ≃ a₀ e^(−(μ+½)α). The numerical factors √2 × 2^(−3/2) × 2 multiply to 1, and

J ≃ (DΔc/R)(μa₀/β₀) e^((3/2−μ−½)α) = (DΔc/R)(μa₀/β₀) e^((1−μ)α).

With μ/Γ(μ+1) = 1/Γ(μ) and e^α ≃ 2R/ρ, this is (1). Every factor of A is positive, so the amplitude never vanishes.

Two corrections follow, with ε = ρ/2R. Keeping the next order in T and in (9) gives e^(−α) ≃ ε(1 + ε cosθ). The prefactor of (8) then contributes 1 + 3ε cosθ and e^(λα) contributes 1 − λε cosθ, so

J/(edge law) ≃ 1 + (3 − λ)ε cosθ − O(ε^(2μ)). (10)

The last term comes from n = 1, since μ₁ − μ₀ = π/β₀ = 2μ; its sign is the (−1)^n in (8). For θ > 90°, 2μ exceeds 2, and terms of order ε², not written here, are larger than this one.

**7. The flat limit, and angles above 90°**

As θ → 0 the drop becomes a disk. Consider, for z > 0,

u = (1/π) ∫ dt/√(r² + (z + it)²), t from −R to R,

with the root of positive real part. The integrand is 1/|x| shifted by an imaginary distance, so u is harmonic. As z → 0 with r < R, the part |t| < r gives (1/π)∫dt/√(r² − t²) = 1, and the parts with t > r and t < −r cancel because their roots are ±i√(t² − r²). For r > R, u continues smoothly and evenly through z = 0, so its normal derivative vanishes there. At large distance u ≃ 2R/(π|x|). Thus u = 1 − w.

Since ∂/∂z acts on the integrand as −i∂/∂t,

∂u/∂z = (−i/π)[1/(i√(R²−r²)) − 1/(−i√(R²−r²))] = −2/(π√(R²−r²)),

J = 2DΔc/[π√(R² − r²)].

Near the edge R² − r² ≃ 2Rρ, so J ≃ (DΔc/πR)(2R/ρ)^½. This agrees with (1), which at θ = 0 has λ = ½ and A = 1/π = 0.3183. The total rate over the upper face is 4DRΔc.

Near 90°, setting θ = π/2 − δ gives λ = 2δ/(π + 2δ) ≃ 2δ/π, which changes sign smoothly. At 120° λ = −0.5, and the flux falls to zero as ρ^½. The wedge of gas is then only 60° wide, and the nearby dry substrate blocks escape. At small θ the wedge of gas is nearly 180° wide, and vapour leaves the edge over a wide range of directions.

**8. Numerical confirmation**

An independent solution used an integral equation for the drop and its mirror image, built from potentials of rings in ordinary coordinates. Exponents were fitted over 0.0003 < ρ/R < 0.003:

θ = 20°: fitted 0.4369, formula 0.4375
θ = 40°: fitted 0.3563, formula 0.3571
θ = 90°: fitted 0.0000, formula 0
θ = 120°: fitted −0.4999, formula −0.5000

For ρ > 0.01R and α > 0.1, the flux from the integral equation differed from (8) by at most 2.5 parts in 10⁴ of the local flux at these four angles.

**9. Using the result in a computation**

Do not sample (1) at the contact line when θ < 90°. For a narrow edge cell 0 < ρ < δ, the mean flux is

(1/δ)∫J dρ = J(δ)/(1 − λ) = J(δ)/μ.

It is finite because λ ≤ ½. Away from the edge use (8) with (6) and (7). The terms fall as e^(−μ_nα), so the sum is fast near the edge and slow near the axis. There the flux is smooth and can be taken from a small nonzero α.

**10. A water drop left on a wafer**

Take R = 500 µm, θ = 40°, T = 295 K and 40 % humidity, with rough values for water in air: D = 0.25 cm²/s and c_s = 20 g/m³. Then Δc = 0.60 × 20 = 12 g/m³, and

DΔc/R = (2.5×10⁻⁵ m²/s)(12 g/m³)/(5×10⁻⁴ m) = 0.60 g/(m² s),

equivalent to 0.60 µm/s of liquid. The edge constants are λ = (180 − 80)/(360 − 80) = 0.357 and A = 0.485.

At ρ = 10 µm, 2R/ρ = 100 and (1) gives 0.60 × 0.485 × 100^0.357 = 1.51 g/(m² s). The full series gives 1.53, which is 1.5 % higher. The linear term of (10) accounts for +2.0 %, and the n = 1 term of (8) accounts for the rest: relative to the n = 0 term it is −1.95 × 0.01^1.29 = −0.5 %, where 1.95 is the ratio of μ_n a₀ for n = 1 to that for n = 0, from (7). At 1 µm the flux is 3.44 g/(m² s), and the edge law is low by 0.2 %. At 250 µm the full flux is 26 % above the edge law, so (1) should not be used across the whole drop. Near the axis the flux is 0.55 g/(m² s).

The total rate is 4.60 DRΔc = 0.69 µg/s. The band ρ < 50 µm has 17 % of the area and supplies 30 % of the vapour.

The volume is 74.6 nL, or 74.6 µg, which at the initial rate lasts 108 s. While the line stays pinned, θ falls and λ rises towards ½. The caps are nested, so by the maximum principle the vapour field and total rate fall too, but not below the disk value 4DRΔc. The drying time in this model thus lies between 108 s and 108 × 4.60/4 = 124 s.

**11. Where the model stops**

The divergence ends where molecules cannot leave the surface fast enough. For full accommodation, kinetic theory puts the net flux at (v/4)(c_s − c) to within a factor of about two, v being the mean thermal speed. Over a distance ρ, diffusion carries about D(c_s − c)/ρ. The two are equal at ρ = 4D/v = 170 nm, which is also of the order of the mean free path. The edge law gives 6.5 g/(m² s) there, which sets only the order of magnitude of the peak flux. A smaller accommodation coefficient lengthens the cutoff, in nearly inverse proportion once the coefficient is well below 1.

For this drop the other neglected effects are estimated as follows:

- Evaporative cooling: 0.6 K if the mean flux is applied across the full drop height, with the substrate held at room temperature. That would lower Δc at the apex by about 6 %. At 40° the estimate is high: steady conduction in the cap with the flux (8) gives 0.43 K at the apex, or about 4 %, since the flux there is below the mean. It is not an upper bound at all angles; for a hemisphere the apex cools 1.3 times more than this estimate gives. A poorly conducting substrate would increase it.
- Bulk (Stefan) flow: of the order of the vapour mole fraction, 2.7 %.
- Buoyant convection: Grashof number 0.03. Convection first matters far from the drop, so in an open space a scaling argument makes the change in rate proportional to the square root of this number. The coefficient is not computed here, and the size of the effect also depends on the enclosure.
- Gravity: Bond number 0.03, so the cap is nearly spherical.
- Unsteady diffusion: the time R²/D is 10 ms, but the excess over the steady flux then decays only as t^(−½). For the total rate in still gas it is about R_e/√(πDt), where R_e = 4.60R/2π = 0.73R is the radius of the sphere with the same steady rate as the drop and its image. This gives 4 % after 1 s and 0.4 % after 108 s.
- Surface curvature: a relative shift of c_s near 10⁻⁶.

The chosen drop size, angle and humidity are plausible for a residual rinse drop, but all three vary widely with surface treatment and room conditions. The assumption most readily broken in a drying tool is still gas. If a flow holds the vapour layer to 100 µm, the flux scale rises from DΔc/R to roughly DΔc/(100 µm) = 3 g/(m² s), five times larger. The exponent survives at distances well below that thickness, because it depends on the local wedge, while A and the total rate change. If the contact line recedes, (1) still describes the slow-motion flux with the current R and θ, but the drying-time bounds above no longer apply.

Computed values

```
Edge law: angle (deg), mu, exponent lambda, amplitude A
     0  0.5000  +0.5000  0.3183
    20  0.5625  +0.4375  0.3882
    40  0.6429  +0.3571  0.4852
    60  0.7500  +0.2500  0.6260
    90  1.0000  +0.0000  1.0000
   120  1.5000  -0.5000  1.9099
   150  3.0000  -2.0000  5.6250
Series vs disk law, largest rel. error: 4.3e-13
Series vs uniform flux at 90 deg, error: 6.3e-14
Boundary elements: angle (deg), fitted lambda, formula,
  largest rel. difference from series flux
    20  +0.4369  +0.4375  7.5e-05
    40  +0.3563  +0.3571  6.7e-05
    90  -0.0000  +0.0000  2.5e-09
   120  -0.4999  -0.5000  2.5e-04
Boundary elements at 90 deg, departure from 1: 6.4e-09
Example: R = 500 um, angle = 40 deg, T = 295 K
D = 0.25 cm2/s, c_s = 20 g/m3, humidity = 40 %
Density difference dc = 12.0 g/m3
Flux unit D*dc/R = 0.600 g/(m2 s) = 0.600 um/s of liquid
lambda = 0.3571, A = 0.4852
Flux at r = 28 um (near axis): 0.551 g/(m2 s)
rho (um), flux (g/(m2 s)), flux / leading edge law
   250  0.600  1.2553
   100  0.740  1.1170
    10  1.531  1.0153
     1  3.438  1.0018
Total rate / (D*dc*R): series 4.6021, boundary elements 4.6021
Total rate = 0.690 ug/s
Within rho < 50 um: 29.9 % of rate, 17.0 % of area
Height = 182 um, volume = 74.6 nL
Volume / initial rate = 108 s
Neglected effects (estimates):
  kinetic cutoff length (full accommodation): 170 nm
  edge-law flux at that length: 6.46 g/(m2 s)
  evaporative cooling: 0.58 K, lowers driving dc by 5.5 %
  Stefan flow, vapour mole fraction: 2.7 %
  buoyant convection, Grashof number: 0.033
  diffusion time: 10 ms, / drying time: 9.3e-05
  gravity, Bond number: 0.034
  Kelvin shift of c_s: 1.4e-06 (relative)
```
